# The Blue-Moon Mean Force: Reweighting, the Multiplier and the Second-Derivative Term

**Q.** I run molecular dynamics on a first-principles energy surface and hold one variable fixed, say a difference of two bond lengths. The program reports the force needed to hold it. I am told that its average is the slope of the free energy. Why should I believe that?

**A.** In general it is not the slope. To see what is missing, we need definitions. Let $x$ be the Cartesian coordinates of all nuclei, $M$ the diagonal mass matrix and $V(x)$ the potential, here the electronic ground-state energy at fixed nuclei. The nuclei are classical. The variable is a smooth function $\xi(x)$, with gradient $g=\nabla\xi$ and Hessian $H$. Its free energy is defined by its probability density in the unconstrained canonical ensemble:

$$F(s)=-kT\ln Q(s),\qquad Q(s)=\int e^{-V/kT}\,\delta(\xi(x)-s)\,dx ,$$

up to a constant. The constrained trajectory obeys

$$M\ddot x=-\nabla V+\lambda g ,$$

so $\lambda$ is positive when the constraint pushes towards larger $\xi$. We need $F'(s)$ as an average that this trajectory can supply.

**Q.** Then differentiate $F$. But $s$ sits inside a delta function.

**A.** We move the derivative off the delta function. Define

$$Z=g^{T}M^{-1}g,\qquad w=\frac{M^{-1}g}{Z},\qquad\text{so that } w\cdot g=1 .$$

This needs $Z>0$ on the surface $\xi=s$. By the chain rule $w\cdot\nabla\,\delta(\xi-s)=\delta'(\xi-s)\,w\cdot g=\delta'(\xi-s)$, while $\partial_s\delta(\xi-s)=-\delta'(\xi-s)$. Therefore

$$Q'(s)=-\int e^{-V/kT}\,w\cdot\nabla\delta(\xi-s)\,dx=\int\delta(\xi-s)\,\nabla\cdot\!\left(w\,e^{-V/kT}\right)dx .$$

The second form is an integration by parts. It assumes that boundary terms vanish, or cancel between opposite faces of a periodic cell. Expanding the divergence gives $e^{-V/kT}(\nabla\cdot w-w\cdot\nabla V/kT)$. With $F'=-kT\,Q'/Q$,

$$F'(s)=\left\langle w\cdot\nabla V-kT\,\nabla\cdot w\right\rangle_s .\tag{1}$$

Here $\langle\;\rangle_s$ is the average over unconstrained configurations that happen to have $\xi=s$.

**Q.** What is the divergence of $w$?

**A.** The product rule gives

$$\nabla\cdot w=\frac{\mathrm{tr}(M^{-1}H)}{Z}-\frac{g^{T}M^{-1}\nabla Z}{Z^2}.$$

Since $Z=\sum_i g_i^2/m_i$, we have $\partial_kZ=2\sum_i g_iH_{ik}/m_i$, that is, $\nabla Z=2HM^{-1}g$. Hence

$$\nabla\cdot w=\frac{\mathrm{tr}(M^{-1}H)}{Z}-2G,\qquad G=\frac{g^{T}M^{-1}HM^{-1}g}{Z^2}=w^{T}Hw .\tag{2}$$

**Q.** No multiplier has appeared yet.

**A.** It follows from the constraint staying satisfied. Because $\xi$ is constant, $\dot\xi=g\cdot\dot x=0$. Differentiating again and inserting the equation of motion,

$$0=\ddot\xi=\dot x^{T}H\dot x+g^{T}M^{-1}(-\nabla V+\lambda g),$$

$$\lambda=\frac{g^{T}M^{-1}\nabla V-\dot x^{T}H\dot x}{Z}=w\cdot\nabla V-\frac{\dot x^{T}H\dot x}{Z}.\tag{3}$$

The first part balances the potential force along $w$. The second supplies the acceleration needed to follow a curved surface.

**Q.** Equation (1) has no velocities and equation (3) does. How can they be compared?

**A.** Average (3) over velocities at fixed $x$. In the constrained canonical ensemble the velocities have density proportional to $\exp(-\dot x^{T}M\dot x/2kT)$, restricted to $g\cdot\dot x=0$. In the scaled velocity $y=M^{1/2}\dot x$ this is an isotropic Gaussian of variance $kT$ in the plane perpendicular to $n=M^{-1/2}g/\sqrt Z$, which is a unit vector. Its covariance is $kT(1-nn^{T})$. Transforming back,

$$\langle\dot x\dot x^{T}\rangle=kT\left(M^{-1}-\frac{M^{-1}gg^{T}M^{-1}}{Z}\right).$$

Contracting with $H$ and using $g^{T}M^{-1}HM^{-1}g=Z^2G$,

$$\langle\dot x^{T}H\dot x\rangle=kT\left[\mathrm{tr}(M^{-1}H)-ZG\right].$$

So the mean multiplier at fixed configuration is

$$E[\lambda|x]=w\cdot\nabla V-\frac{kT\,\mathrm{tr}(M^{-1}H)}{Z}+kT\,G .\tag{4}$$

The integrand of (1), with (2) inserted, has the same first two terms but $+2kT\,G$. The difference is one $kT\,G$:

$$F'(s)=\left\langle E[\lambda|x]+kT\,G\right\rangle_s .\tag{5}$$

**Q.** Then I average $\lambda+kT\,G$ along my trajectory and am done.

**A.** Not yet. The bracket in (5) belongs to the unconstrained ensemble at $\xi=s$. Your trajectory also has $\dot\xi=0$ at every instant, and that changes how often it visits each configuration.

**Q.** The potential is the same and the surface is the same. How can the velocity condition change the distribution of positions?

**A.** Through the momentum integral. Use local coordinates $(\xi,u)$, where $u$ labels points on the surface, and let $J=\partial x/\partial(\xi,u)$. The kinetic energy has the metric $A=J^{T}MJ$. With $\xi$ fixed, only the block $A_u$ belonging to $u$ remains, and the momentum is $p_u=A_u\dot u$. The canonical density in $(u,p_u)$ is $\exp[-(\tfrac12p_u^{T}A_u^{-1}p_u+V)/kT]$. Its Gaussian integral over $p_u$ leaves

$$\sqrt{\det A_u}\;e^{-V/kT}\,du .$$

To relate this to Cartesian volume, note that $A^{-1}=J^{-1}M^{-1}J^{-T}$. The row of $J^{-1}$ belonging to $\xi$ is $g^{T}$, so $(A^{-1})_{\xi\xi}=g^{T}M^{-1}g=Z$. The cofactor rule for an inverse gives the same element as $\det A_u/\det A$. Hence

$$\det A_u=Z\det A=Z\,\det M\,(\det J)^2 .$$

Since $|\det J|\,d\xi\,du=dx$, the configurations visited by the constrained trajectory have the density

$$Z^{1/2}\,e^{-V/kT}\,\delta(\xi-s)\,dx ,\tag{6}$$

up to a constant. In the unconstrained ensemble there is one more momentum, and its integral contributes the factor $\sqrt{\det A/\det A_u}=Z^{-1/2}$. The constraint removes that momentum, and the factor goes with it.

**Q.** So I restore it by hand. Where does the weight go?

**A.** In the numerator and in the normalization. Write $\langle\;\rangle_c$ for the constrained average. Equation (6) says that

$$\langle B\rangle_c=\frac{\langle Z^{1/2}B\rangle_s}{\langle Z^{1/2}\rangle_s}.$$

Put $B=Z^{-1/2}O$, then $B=Z^{-1/2}$, and divide the two results. The unknown $\langle Z^{1/2}\rangle_s$ cancels:

$$\langle O\rangle_s=\frac{\langle Z^{-1/2}O\rangle_c}{\langle Z^{-1/2}\rangle_c}.\tag{7}$$

Because $Z$ depends on positions alone, $E[\lambda|x]$ may be replaced by the instantaneous $\lambda$ under the constrained average. Equations (5) and (7) then give the blue-moon formula:

$$F'(s)=\frac{\left\langle Z^{-1/2}\left(\lambda+kT\,G\right)\right\rangle_c}{\left\langle Z^{-1/2}\right\rangle_c}.\tag{8}$$

It assumes that the trajectory samples the constrained canonical ensemble ergodically, and that $\xi$ is the sole constraint. Further rigid bonds would restrict the velocities behind (4) and change the determinant behind (6), so (8) would have to be derived again.

**Q.** I have heard $kT\,G$ called a curvature term. Is it the curvature of the surface $\xi=s$?

**A.** No. From $\nabla Z=2HM^{-1}g=2Z\,Hw$ we get

$$G=w^{T}Hw=\tfrac12\,w\cdot\nabla\ln Z .\tag{9}$$

So $G$ is the second derivative of $\xi$ along the straight line $x+\tau w$, which leaves the surface along its mass-weighted normal. It measures how unevenly the neighbouring surfaces are labelled in that direction. The bending of the surface itself enters through the velocity term in $\lambda$.

**Q.** Then test it on a distance. I am told that the term vanishes there.

**A.** Let $\xi=r$ be the distance between atoms A and L, with unit vector $e$ from A to L. The gradient is $-e$ on A and $+e$ on L, so $Z=1/m_A+1/m_L$, a constant. By (9), $G=0$. The constant weight cancels from (8), and

$$F'(r)=\langle\lambda\rangle_c\qquad\text{(distance between two atoms)}.$$

**Q.** But a distance has an entropic force. The volume of a spherical shell grows as $r^2$, which should contribute $-2kT/r$. Have you lost it?

**A.** It is inside $\lambda$. The Laplacian of $r$ with respect to either atom's position is $2/r$, so $\mathrm{tr}(M^{-1}H)=(1/m_A+1/m_L)\,2/r=2Z/r$. Equation (4) becomes

$$E[\lambda|x]=w\cdot\nabla V-\frac{2kT}{r}.$$

Mechanically, the pair rotates and the constraint must pull inwards to keep it on a circle. With reduced mass $\mu=1/Z$ the pull is $\mu v_\perp^2/r$. The two perpendicular directions give $\langle\mu v_\perp^2\rangle=2kT$. If $V$ depends on $r$ alone, then $F'=V'-2kT/r$, which is the slope for a density $r^2e^{-V/kT}$. Adding a separate $-2kT/r$ to the measured $\lambda$ would count it twice.

**Q.** If $G$ concerns labelling, I could make it appear by constraining $r^2$ instead of $r$. The surfaces are identical.

**A.** Yes. Let $\sigma=r^2$. Its gradient is $2r$ times that of $r$. The physical constraint force is unchanged, so $\lambda_\sigma=\lambda/2r$. Also $Z_\sigma=4r^2Z$ and $w_\sigma=w/2r$. Since $w\cdot\nabla r=1$ and $Z$ is constant, (9) gives

$$G_\sigma=\frac12\cdot\frac1{2r}\cdot\frac{d\ln(4r^2)}{dr}=\frac1{2r^2}.$$

The free energy changes too, because it is the logarithm of a density. With $P_\sigma=P_r/2r$ we have $F_\sigma=F_r+kT\ln 2r$, and

$$\frac{dF_\sigma}{d\sigma}=\frac1{2r}\left(F_r'+\frac{kT}{r}\right)=\lambda_\sigma^{\rm mean}+\frac{kT}{2r^2}.$$

The added term is $kT\,G_\sigma$, as (8) requires.

**Q.** My variable is a difference of distances, for a light atom moving between two heavy ones. Does anything simplify?

**A.** Less. Let L be the light atom, A and B the heavy ones, $r_1=r_{AL}$, $r_2=r_{BL}$ and $\xi=r_1-r_2$. Let $u_1$ and $u_2$ be the unit vectors from A to L and from B to L, and $\theta$ the angle between them. The gradients are $-u_1$ on A, $u_2$ on B and $u_1-u_2$ on L. Since $|u_1-u_2|^2=2-2\cos\theta$,

$$Z=\frac1{m_A}+\frac1{m_B}+\frac{2(1-\cos\theta)}{m_L}.$$

This varies as the angle fluctuates. For $G$, displace the atoms along $M^{-1}g$. The second derivative of a distance along a straight displacement is the squared perpendicular part of the relative displacement, divided by the distance. For the pair AL the relative displacement is $u_1(1/m_L+1/m_A)-u_2/m_L$, whose part perpendicular to $u_1$ has length $\sin\theta/m_L$. For BL it is $u_1/m_L-u_2(1/m_L+1/m_B)$, with the same length perpendicular to $u_2$. Subtracting the two second derivatives and dividing by $Z^2$,

$$G=\frac{\sin^2\theta}{(m_LZ)^2}\left(\frac1{r_1}-\frac1{r_2}\right).\tag{10}$$

It vanishes when the three atoms are collinear, and when $r_1=r_2$.

**Q.** These may be negligible corrections. Give me numbers.

**A.** Take a three-dimensional model with

$$V=\tfrac12k_1(r_1-a)^2+\tfrac12k_2(r_2-a)^2+\tfrac12k_R(R-R_0)^2,$$

where $R$ is the distance AB. In Hartree atomic units the parameters are $m_A=20000$, $m_B=30000$, $m_L=2000$, $k_1=0.02$, $k_2=0.04$, $k_R=0.5$, $a=2.3$, $R_0=2.5$ and $kT=0.002$, which is about 632 K. Hold $\xi=0.8$ bohr. The lowest-energy geometry on that surface has $r_1=2.8333$, $r_2=2.0333$ and $R=2.5$ bohr. The cosine rule gives

$$\cos\theta=\frac{8.028+4.134-6.250}{2(2.8333)(2.0333)}=0.513 ,$$

$$Z=\frac1{20000}+\frac1{30000}+\frac{2(0.487)}{2000}=5.70\times10^{-4}\ m_e^{-1}.$$

Then $m_LZ=1.140$, $\sin^2\theta=0.737$, and (10) gives

$$G=\frac{0.737}{1.301}\,(0.3529-0.4918)=-0.079\ \text{bohr}^{-1}.$$

At this geometry $kT\,G=-0.157$ mhartree/bohr; the properly weighted mean is $-0.156$. The triangle is sharply bent: $\theta\approx59^\circ$ and $r_1>R$, so L sits to the side of the pair AB rather than between the two atoms. This makes $G$ large through $\sin^2\theta/(m_LZ)^2$, and the errors below belong to this geometry. For a more open triangle, with $R_0=4.6$ bohr and all else unchanged, omitting $G$ costs 0.012 mhartree/bohr and omitting the weight costs 0.075, against 0.156 and 0.147 here.

The slope obtained by differentiating the logarithm of the density is $F'=10.525$ mhartree/bohr, or 0.541 eV/Å. Quadrature of the derived integrand gives the same value. Incomplete averages, also by quadrature, give:

| Average used | mhartree/bohr | Error relative to $F'$ |
|---|---:|---:|
| $\lambda$ with weight, no $G$ | 10.681 | +1.5% |
| $\lambda+kT\,G$, no weight | 10.672 | +1.4% |
| $\lambda$ alone, no weight | 10.828 | +2.9% |

**Q.** Why does the missing weight matter at all? It is only a number near its mean.

**A.** Write $f=\lambda+kT\,G$. Subtracting the unweighted mean from (8) gives

$$F'-\langle f\rangle_c=\frac{\langle Z^{-1/2}f\rangle_c-\langle Z^{-1/2}\rangle_c\langle f\rangle_c}{\langle Z^{-1/2}\rangle_c},$$

which is a covariance divided by a mean. The weight matters if $f$ and $Z^{-1/2}$ are correlated. Here $Z$ has a relative spread of 14%, and the covariance is negative.

The bias also shows in the geometry. With $r_1-r_2=s$, the cosine rule reads $R^2=s^2+2r_1r_2(1-\cos\theta)$. At fixed $R$ and $s$, a larger $r_1+r_2$ means a larger $r_1r_2$, hence a smaller $1-\cos\theta$ and a smaller $Z$. The constrained trajectory favours large $Z$, so it should favour short distances. Quadrature gives a mean $r_1+r_2$ of 4.899 bohr with the constrained density and 4.923 bohr without the factor $Z^{1/2}$.

**Q.** Those are integrals over densities you derived. Does a real trajectory do this?

**A.** The numerical check ran 2000 independent constrained trajectories with a time step of 20 atomic units and took $\lambda$ from the constraint solver. Newton's equation alone conserves energy, so a Langevin thermostat supplied the canonical sampling; its random kicks were projected onto $g\cdot\dot x=0$ before each constraint step. The unweighted mean of $r_1+r_2$ was $4.8983\pm0.0007$ bohr, and the weighted mean $4.9221\pm0.0007$. Both follow the predicted values.

For the force, (8) gave $10.534\pm0.004$ mhartree/bohr. This is 0.010 above the reference, or 2.2 standard errors. The bare multiplier, $10.838\pm0.004$, lies above its own quadrature value by a similar amount. One run cannot separate chance from time-step error here, but the offset is about thirty times smaller than the 0.303 error of using the bare multiplier.

**Q.** And the distance, where you promised that the bare multiplier is enough?

**A.** With $r_1$ alone held at 2.8 bohr, the density gives $F'=9.286$ mhartree/bohr and the trajectories give $\langle\lambda\rangle_c=9.283\pm0.010$. The velocity part of $\lambda$ averages to $-1.429\pm0.002$, against $-2kT/r=-1.429$. Here $V$ depends on $r_2$ and $R$ as well, so the rule $F'=V'-2kT/r$ for a lone pair does not apply: by (4) the mean of $w\cdot\nabla V$ is $9.286+1.429\approx10.71$, not $k_1(r_1-a)=10$. For the variable $r^2$, the multiplier is $9.286/5.6=1.658$ mhartree/bohr². Adding $kT\,G_\sigma=2/(2\times2.8^2)=0.128$ gives 1.786, equal to the slope from the density.

**Q.** In practice I want a free-energy difference, not a slope. Do the errors cancel on integration?

**A.** Not here. Integrating (8) from $\xi=0$ to 0.8 bohr gives 4.097 mhartree, or 111.5 meV, in agreement with the density ratio. Without $G$ the result is 4.156, an error of 1.4%. Without the weight it is 4.205, an error of 2.6%. With the bare multiplier it is 4.263, an error of 4.1%.

The two omissions cost about the same at $\xi=0.8$ but not over the path. By (10), $G$ is zero at $\xi=0$, where $r_1=r_2$. The path-averaged error from omitting it is $0.059/0.8=0.07$ mhartree/bohr, about half its end value of 0.156. For the missing weight the path average is $0.107/0.8=0.13$, close to its end value of 0.147.

**Q.** When may I ignore both corrections?

**A.** For a distance between two atoms with no other constraint, both are absent. They also fade as $T\to0$ if the surface has a single energy minimum with $Z>0$. The distribution then collapses onto that point, so the weight cancels, and $kT\,G\to0$. At the minimum $\nabla V=\lambda g$, hence $w\cdot\nabla V=\lambda$, and the mean force is the slope of the constrained minimum energy. For another variable at finite temperature, evaluate $Z$ and $G$ along the trajectory. They need the derivatives of $\xi$ and the masses, but no further electronic-structure calculation.

## Computed values

```
masses A, B, L: 20000, 30000, 2000 m_e
springs k1, k2, kR: 0.02, 0.04, 0.5 hartree/bohr^2
rest lengths a, R0: 2.3, 2.5 bohr
kT: 0.002 hartree (temperature 631.6 K)
copies, equilibration steps, steps: 2000, 400, 2500
time step: 20 a.u.; friction: 0.004 1/a.u.
metric test, relative spread: 5.1e-11
DIFFERENCE r1-r2 = 0.8 bohr
lowest-energy r1, r2: 2.8333, 2.0333 bohr
Z there: 5.7022 1e-4/m_e
G there: -0.0787 1/bohr
relative spread of Z, constrained: 14.35 %
dF/ds from density: 10.5248 mhartree/bohr
dF/ds from density: 0.54121 eV/angstrom
dF/ds from derived integrand: 10.5248 mhartree/bohr
mean kT*G, weighted: -0.1562 mhartree/bohr
without G: 10.6809 mhartree/bohr
without weight: 10.6721 mhartree/bohr
bare multiplier, no weight, no G: 10.8280 mhartree/bohr
dynamics, full formula: 10.5344 +- 0.0043 mhartree/bohr
dynamics, bare multiplier: 10.8379 +- 0.0043 mhartree/bohr
mean r1+r2, unconstrained at s: 4.9227 bohr
mean r1+r2, constrained: 4.8989 bohr
dynamics, r1+r2 unweighted: 4.8983 +- 0.0007 bohr
dynamics, r1+r2 weighted: 4.9221 +- 0.0007 bohr
F(0.8)-F(0) from density: 4.0971 mhartree
F(0.8)-F(0) from density: 111.49 meV
same, integrated mean force: 4.0971 mhartree
same, without G: 4.1559 mhartree
same, without weight: 4.2045 mhartree
same, bare multiplier: 4.2632 mhartree
DISTANCE r1 = 2.8 bohr
dF/ds from density: 9.2857 mhartree/bohr
dynamics, bare multiplier: 9.2829 +- 0.0099 mhartree/bohr
dynamics, velocity part of lam: -1.4288 +- 0.0022 mhartree/bohr
-2kT/r: -1.4286 mhartree/bohr
G for r^2 as variable: 0.06378 1/bohr^2
dF/d(r^2) from density: 1.7857 mhartree/bohr^2
multiplier for r^2: 1.6582 mhartree/bohr^2
kT*G for r^2: 0.1276 mhartree/bohr^2
```
